**Klein duality on finite honeycomb clusters**

The program studies $H(J,K)=\sum_{\langle ij\rangle_\gamma}[J\mathbf S_i\cdot\mathbf S_j+K S_i^\gamma S_j^\gamma]$, where $J$ and $K$ are exchange energies and $\gamma$ is the bond type. It asserts the operator identity $UH(J,K)U^\dagger=H(-J,K+2J)$ on eight spins one-half, with $U$ built from site-dependent $\pi$ rotations, and the corresponding bond identity for spins $1/2$, $1$ and $3/2$. At $J=4$ meV, $K=-8$ meV, it asserts that the stripy state is an exact ground state, with energy $-1.5$ meV per site and nine-fold degeneracy on eight sites. It also compares the one-flip spectrum on 16 sites with the ferromagnetic magnon formula. At $J=-4$ meV, $K=8$ meV, the 16-site ground energy and zigzag correlations agree with those of the Néel problem. A $3\times2$-cell torus, on which the rotation labels cannot close, gives different energies for the two problems.

## Numerical verification

```python
"""Klein duality of the honeycomb Kitaev-Heisenberg model.

H(J,K) = sum over bonds of type g of [J S_i.S_j + K S_i^g S_j^g].
Result under test: site-dependent pi rotations U give
    U H(J,K) U^dagger = H(-J, K+2J).
At K=-2J, J>0, the stripy state is therefore an exact ferromagnetic ground
state in rotated spins; at K=-2J, J<0, zigzag order is the image of Neel order.
Labels 0,1,2,3 mean identity and pi rotations about x,y,z; XOR multiplies them.
Energies are in meV; spin operators are dimensionless (hbar = 1).
"""
from functools import reduce
import numpy as np
from scipy.linalg import expm
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh


def honeycomb_bonds(L1, L2):
    """Periodic L1 x L2 cells; A sites are even, B sites are odd."""
    def cell(i, j):
        return 2 * ((i % L1) * L2 + j % L2)
    result = []
    for i in range(L1):
        for j in range(L2):
            a = cell(i, j)
            result += [(a, cell(i - 1, j) + 1, 1),
                       (a, cell(i, j - 1) + 1, 2),
                       (a, cell(i, j) + 1, 3)]
    return result


def klein_labels(bonds, n):
    """Spread labels from site 0, then report whether every bond agrees."""
    labels = {0: 0}
    while len(labels) < n:
        for i, j, g in bonds:
            if i in labels and j not in labels:
                labels[j] = labels[i] ^ g
            elif j in labels and i not in labels:
                labels[i] = labels[j] ^ g
    closed = all(labels[i] ^ labels[j] == g for i, j, g in bonds)
    return np.array([labels[i] for i in range(n)]), closed


def spin_matrices(S):
    m = np.arange(S, -S - 1, -1)
    plus = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def hamiltonian(bonds, n, J, K):
    """Spin-1/2 Hamiltonian; bit i equal to 0 means spin i up."""
    states = np.arange(2**n)
    diagonal = np.zeros(2**n)
    rows, cols, vals = [], [], []
    for i, j, g in bonds:
        cx, cy, cz = [J + K * (g == a) for a in (1, 2, 3)]
        ss = (1 - 2 * ((states >> i) & 1)) * (1 - 2 * ((states >> j) & 1))
        diagonal += cz * ss / 4
        rows.append(states ^ ((1 << i) | (1 << j)))
        cols.append(states)
        vals.append((cx - cy * ss) / 4)
    rows.append(states)
    cols.append(states)
    vals.append(diagonal)
    return coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(2**n, 2**n)).tocsr()


def tensor(factors):
    """Tensor product with site 0 in the least significant bit."""
    return reduce(np.kron, list(factors)[::-1])


def pattern(L1, L2, kind):
    """Collinear z patterns defined by geometry, without Klein labels."""
    signs = []
    for i in range(L1):
        for j in range(L2):
            stripe = (-1)**(i + j)
            signs += {"FM": [1, 1], "Neel": [1, -1],
                      "stripy": [stripe, stripe],
                      "zigzag": [stripe, -stripe]}[kind]
    return np.array(signs)


def basis_index(signs):
    return sum(1 << i for i, s in enumerate(signs) if s < 0)


def mean_and_variance(H, signs):
    index = basis_index(signs)
    state = np.zeros(H.shape[0])
    state[index] = 1
    image = H @ state
    mean = image[index]
    return mean, image @ image - mean**2


def ground(H):
    start = np.random.default_rng(7).normal(size=H.shape[0])
    energy, vector = eigsh(H, k=1, which="SA", v0=start)
    return energy[0], vector[:, 0]


J, K = 4.0, -8.0
K_off = -7.0
print(f"Stripy point: J = {J:.1f} meV, K = {K:.1f} meV")
print(f"Zigzag point: J = {-J:.1f} meV, K = {-K:.1f} meV")

# Sign of each spin component (row) for each Klein label (column).
eps = np.array([[1 if label in (0, a) else -1 for label in range(4)]
                for a in (1, 2, 3)])

# Closure of the labelling, including tori on which it must fail.
for L1 in range(2, 6):
    for L2 in range(2, 6):
        _, closed = klein_labels(honeycomb_bonds(L1, L2), 2 * L1 * L2)
        assert closed == (L1 % 2 == 0 and L2 % 2 == 0)

# Rotation of a bond and the ferromagnetic lower bound for several spins.
for S in (0.5, 1.0, 1.5):
    spin = spin_matrices(S)
    rotations = [np.eye(len(spin[0]))] + [expm(-1j*np.pi*s) for s in spin]
    for label in range(4):
        for a in range(3):
            R = rotations[label]
            assert np.allclose(R @ spin[a] @ R.conj().T,
                               eps[a, label] * spin[a], atol=1e-11)
    dot = sum(np.kron(s, s) for s in spin)
    assert abs(np.linalg.eigvalsh(-dot)[0] + S**2) < 1e-11
    for left in range(4):
        for g in (1, 2, 3):
            R = np.kron(rotations[left], rotations[left ^ g])
            kitaev = np.kron(spin[g - 1], spin[g - 1])
            rotated = R @ (1.3 * dot - 0.7 * kitaev) @ R.conj().T
            expected = -1.3 * dot + (-0.7 + 2 * 1.3) * kitaev
            assert np.allclose(rotated, expected, atol=1e-10)

# Full operator identity on eight sites, at generic parameters too.
n8 = 8
bonds8 = honeycomb_bonds(2, 2)
labels8, _ = klein_labels(bonds8, n8)
half = spin_matrices(0.5)
rot_half = [np.eye(2)] + [expm(-1j * np.pi * s) for s in half]
U = tensor(rot_half[label] for label in labels8)
for j_test, k_test in ((J, K), (-J, -K), (J, K_off), (-1.7, 0.6)):
    H_test = hamiltonian(bonds8, n8, j_test, k_test).toarray()
    H_dual = hamiltonian(bonds8, n8, -j_test, k_test + 2*j_test).toarray()
    assert np.allclose(U @ H_test @ U.conj().T, H_dual, atol=1e-10)
print(f"Dual of (4,-7) meV: J' = {-J:.1f}, K' = {K_off + 2*J:.1f} meV")

# Hidden SU(2) generators; they must fail to commute off the special point.
H8 = hamiltonian(bonds8, n8, J, K).toarray()
H8_off = hamiltonian(bonds8, n8, J, K_off).toarray()
Q = []
for a in range(3):
    total = np.zeros((2**n8, 2**n8), complex)
    for i in range(n8):
        factors = [np.eye(2)] * n8
        factors[i] = half[a]
        total += eps[a, labels8[i]] * tensor(factors)
    Q.append(total)
    assert np.allclose(H8 @ total, total @ H8, atol=1e-10)
    assert np.linalg.norm(H8_off @ total - total @ H8_off) > 0.1
assert np.allclose(Q[0] @ Q[1] - Q[1] @ Q[0], 1j * Q[2], atol=1e-11)

# Exact stripy energy, ground-state multiplet and noncollinear member.
stripy8 = pattern(2, 2, "stripy")
e_stripy, var_stripy = mean_and_variance(H8, stripy8)
levels = np.linalg.eigvalsh(H8)
degeneracy = int(np.sum(abs(levels - levels[0]) < 1e-8))
assert abs(e_stripy - levels[0]) < 1e-9 and abs(var_stripy) < 1e-9
assert abs(e_stripy / n8 + 3 * J / 8) < 1e-10 and degeneracy == n8 + 1
direction = np.ones(3) / np.sqrt(3)
moments = eps * direction[:, None]
assert np.linalg.norm(moments.sum(axis=1)) < 1e-12
spinors = [np.linalg.eigh(sum(moments[a, label] * half[a]
                              for a in range(3)))[1][:, -1]
           for label in labels8]
tilted = tensor(spinors)
assert np.linalg.norm(H8 @ tilted - e_stripy * tilted) < 1e-9
angle = np.degrees(np.arccos(moments[:, 0] @ moments[:, 1]))
print(f"8 sites, stripy energy per site = {e_stripy/n8:.6f} meV")
print(f"8 sites, exact ground energy per site = {levels[0]/n8:.6f} meV")
print(f"8 sites, stripy energy variance = {var_stripy:.6f} meV^2")
print(f"8 sites, ground-state degeneracy = {degeneracy}")
print(f"[111] member: angle between unlike moments = {angle:.3f} degrees")

# The stripy product state away from the exact point.
e_off, var_off = mean_and_variance(H8_off, stripy8)
ground_off = np.linalg.eigvalsh(H8_off)[0]
delta = K_off + 2 * J
assert abs(var_off / n8 - delta**2 / 16) < 1e-10
assert ground_off < e_off - 1e-5
print(f"(4,-7) meV, stripy product energy/site = {e_off/n8:.6f} meV")
print(f"(4,-7) meV, 8-site ground energy/site = {ground_off/n8:.6f} meV")
print(f"(4,-7) meV, stripy variance/site = {var_off/n8:.6f} meV^2")

# Classical energies and exchange of collinear patterns.
bonds44 = honeycomb_bonds(4, 4)
labels44, _ = klein_labels(bonds44, 32)
signs44 = {name: pattern(4, 4, name)
           for name in ("FM", "Neel", "stripy", "zigzag")}
assert np.array_equal(eps[2, labels44] * signs44["FM"], signs44["stripy"])
assert np.array_equal(eps[2, labels44] * signs44["Neel"], signs44["zigzag"])
for jc, kc in ((J, K), (-J, -K), (1.2, 0.7)):
    formulas = {"FM": (3*jc + kc)/2, "Neel": -(3*jc + kc)/2,
                "stripy": (kc - jc)/2, "zigzag": (jc - kc)/2}
    for name, signs in signs44.items():
        energy = sum((jc + kc * (g == 3)) * signs[i] * signs[j]
                     for i, j, g in bonds44) / 32
        assert abs(energy - formulas[name]) < 1e-12
        if abs(jc) == J:
            print(f"({jc:.0f},{kc:.0f}) meV, classical {name} "
                  f"E/(N S^2) = {energy:.3f} meV")

# Sixteen sites: exact stripy state and its one-flip excitations.
n16 = 16
bonds16 = honeycomb_bonds(4, 2)
H16 = hamiltonian(bonds16, n16, J, K)
stripy16 = pattern(4, 2, "stripy")
e16, v16 = mean_and_variance(H16, stripy16)
g16, _ = ground(H16)
assert abs(v16) < 1e-9 and abs(e16 - g16) < 1e-7
flips = np.array([basis_index(stripy16) ^ (1 << i) for i in range(n16)])
columns = H16[:, flips].toarray()
block = columns[flips]
assert abs(np.linalg.norm(columns) - np.linalg.norm(block)) < 1e-10
magnons = np.linalg.eigvalsh(block) - e16
formula = []
for a in range(4):
    for b in range(2):
        f = abs(1 + np.exp(2j*np.pi*a/4) + np.exp(2j*np.pi*b/2))
        formula += [J * 0.5 * (3 - f), J * 0.5 * (3 + f)]
assert np.allclose(magnons, np.sort(formula), atol=1e-9)
print(f"16 sites, stripy ground energy per site = {g16/n16:.6f} meV")
print(f"16 sites, lowest magnon = {abs(magnons[0]):.6f} meV")
print(f"16 sites, lowest nonzero magnon = {magnons[1]:.6f} meV")
print(f"16 sites, highest magnon = {magnons[-1]:.6f} meV")

# Zigzag and Neel: correlated ground states, not exact product states.
H_zig = hamiltonian(bonds16, n16, -J, -K)
H_neel = hamiltonian(bonds16, n16, J, 0.0)
e_zig, psi_zig = ground(H_zig)
e_neel, psi_neel = ground(H_neel)
assert abs(e_zig - e_neel) < 1e-7
states = np.arange(2**n16)
spins = np.array([1 - 2 * ((states >> i) & 1) for i in range(n16)]) / 2
order = []
bond_corr = []
for psi, name in ((psi_zig, "zigzag"), (psi_neel, "Neel")):
    probability = psi**2
    staggered = pattern(4, 2, name) @ spins
    order.append(probability @ staggered**2 / n16**2)
    bond_corr.append([probability @ (spins[i] * spins[j])
                      for i, j, g in bonds16])
assert abs(order[0] - order[1]) < 1e-7
bond_corr = np.array(bond_corr)
types = np.array([g for _, _, g in bonds16])
assert np.allclose(bond_corr[0], np.where(types == 3, 1, -1)*bond_corr[1],
                   atol=1e-7)
assert np.all(bond_corr[0, types == 3] < 0)
assert np.all(bond_corr[0, types != 3] > 0)
product, variance = mean_and_variance(H_zig, pattern(4, 2, "zigzag"))
assert abs(variance / n16 - 3 * J**2 / 8) < 1e-9
assert e_zig < product - 0.1
print(f"16 sites, zigzag-point ground energy/site = {e_zig/n16:.6f} meV")
print(f"16 sites, Neel-model ground energy/site = {e_neel/n16:.6f} meV")
print(f"Zigzag product energy per site = {product/n16:.6f} meV")
print(f"Zigzag product variance per site = {variance/n16:.6f} meV^2")
print(f"16 sites, squared zigzag order (z) = {order[0]:.6f}")
print(f"16 sites, squared Neel order (z) = {order[1]:.6f}")
for row, name in enumerate(("zigzag point", "Neel model")):
    for g, axis in ((1, "x"), (2, "y"), (3, "z")):
        print(f"{name}, mean SzSz on {axis} bonds = "
              f"{bond_corr[row, types == g].mean():.6f}")

# An odd torus cannot carry the labels, and the two spectra separate.
bonds12 = honeycomb_bonds(3, 2)
odd_zig, _ = ground(hamiltonian(bonds12, 12, -J, -K))
odd_neel, _ = ground(hamiltonian(bonds12, 12, J, 0.0))
assert abs(odd_zig - odd_neel) > 0.01
print(f"3x2 torus, zigzag-point energy/site = {odd_zig/12:.6f} meV")
print(f"3x2 torus, Neel-model energy/site = {odd_neel/12:.6f} meV")

print("no test failed")
```

Running it gives:

```
Stripy point: J = 4.0 meV, K = -8.0 meV
Zigzag point: J = -4.0 meV, K = 8.0 meV
Dual of (4,-7) meV: J' = -4.0, K' = 1.0 meV
8 sites, stripy energy per site = -1.500000 meV
8 sites, exact ground energy per site = -1.500000 meV
8 sites, stripy energy variance = 0.000000 meV^2
8 sites, ground-state degeneracy = 9
[111] member: angle between unlike moments = 109.471 degrees
(4,-7) meV, stripy product energy/site = -1.375000 meV
(4,-7) meV, 8-site ground energy/site = -1.390665 meV
(4,-7) meV, stripy variance/site = 0.062500 meV^2
(4,-8) meV, classical FM E/(N S^2) = 2.000 meV
(4,-8) meV, classical Neel E/(N S^2) = -2.000 meV
(4,-8) meV, classical stripy E/(N S^2) = -6.000 meV
(4,-8) meV, classical zigzag E/(N S^2) = 6.000 meV
(-4,8) meV, classical FM E/(N S^2) = -2.000 meV
(-4,8) meV, classical Neel E/(N S^2) = 2.000 meV
(-4,8) meV, classical stripy E/(N S^2) = 6.000 meV
(-4,8) meV, classical zigzag E/(N S^2) = -6.000 meV
16 sites, stripy ground energy per site = -1.500000 meV
16 sites, lowest magnon = 0.000000 meV
16 sites, lowest nonzero magnon = 1.527864 meV
16 sites, highest magnon = 12.000000 meV
16 sites, zigzag-point ground energy/site = -2.279891 meV
16 sites, Neel-model ground energy/site = -2.279891 meV
Zigzag product energy per site = -1.500000 meV
Zigzag product variance per site = 6.000000 meV^2
16 sites, squared zigzag order (z) = 0.083481
16 sites, squared Neel order (z) = 0.083481
zigzag point, mean SzSz on x bonds = 0.111478
zigzag point, mean SzSz on y bonds = 0.134252
zigzag point, mean SzSz on z bonds = -0.134252
Neel model, mean SzSz on x bonds = -0.111478
Neel model, mean SzSz on y bonds = -0.134252
Neel model, mean SzSz on z bonds = -0.134252
3x2 torus, zigzag-point energy/site = -2.209718 meV
3x2 torus, Neel-model energy/site = -2.310287 meV
no test failed
```
